\section*{Sign of C Selects M_A or M_C at Fixed Polarization, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the degenerate ring and the positive sign of $C$}

\subsection*{The decision that depends on the result}

Suppose that the energy of a cubic ferroelectric has been computed for several directions of its polarization and fitted by a polynomial. Before the direction is relaxed, a symmetry plane must be chosen for the search. In one plane the polarization is $(0,u,v)$; in the other it is $(u,u,v)$. A search confined to the wrong plane can converge to a stationary point that is a saddle of the full problem, and nothing inside that plane reveals the error. When the anisotropy favours a continuous ring of directions, the sign of one coefficient, which may be small, settles the choice. That coefficient must therefore be fitted well enough for its sign to be known.

\subsection*{Variables and energy}

Write the polarization as $\mathbf P=P\mathbf n$, with $P$ fixed and $|\mathbf n|=1$, and let $s_i=n_i^2$ along the cubic axes. Then
\begin{equation}
s_i\ge 0,\qquad s_1+s_2+s_3=1. \label{sum}
\end{equation}
The second and third symmetric polynomials are
\begin{equation}
q=s_1s_2+s_2s_3+s_3s_1,\qquad r=s_1s_2s_3,
\end{equation}
and the anisotropy energy per volume is
\begin{equation}
f=Aq+Bq^2+Cr,\qquad -\frac B2<A<0. \label{f}
\end{equation}
The two inequalities require $B>0$, since $-B/2$ must be negative. The crystal is uniform, free of stress and free of applied field. The effects of a field and of a stress are estimated in the second half.

The phases are named by the direction of $\mathbf P$: T is $(0,0,1)$, O is $(0,1,1)$ and R is $(1,1,1)$, up to normalization. M$_C$ is $(0,u,v)$ with $0<u<v$. M$_A$ is $(u,u,v)$ with $0<u<v$, and M$_B$ is $(u,u,v)$ with $u>v>0$. Directions related by cubic symmetry are included.

\subsection*{Why three terms suffice through eighth order}

The parent phase is taken to have the full cubic point group $m\bar3m$, as in the cubic perovskites. This group allows each $n_i$ to change sign and the axes to be permuted. The lower cubic groups $m\bar3$, $\bar43m$ and $23$ allow further invariants below eighth order and are not treated here. An invariant polynomial in $\mathbf n$ is therefore a symmetric polynomial in the $s_i$, and eighth order in $\mathbf P$ means fourth degree in $s_i$. It is enough to express each type of symmetric sum up to that degree. Squaring (\ref{sum}) gives
\begin{equation}
\sum_i s_i^2=1-2q. \label{p2}
\end{equation}
The product $q(s_1+s_2+s_3)$ contains each $s_i^2s_j$ with $i\ne j$ once, and $r$ three times. Hence
\begin{equation}
\sum_{i\ne j}s_i^2s_j=q-3r .
\end{equation}
Multiplying (\ref{p2}) by $\sum_j s_j=1$ and removing the mixed terms gives
\begin{equation}
\sum_i s_i^3=(1-2q)-(q-3r)=1-3q+3r .
\end{equation}
At fourth degree, $q^2$ contains the squares of its three terms and twice their cross products. The cross products add up to $r(s_1+s_2+s_3)=r$, so
\begin{align}
\sum_{i<j}s_i^2s_j^2&=q^2-2r,\\
\sum_i s_i^4&=(1-2q)^2-2(q^2-2r)=1-4q+2q^2+4r,\\
\sum_{i\ne j}s_i^3s_j&=\sum_i s_i^3(1-s_i)=q-2q^2-r .
\end{align}
The remaining fourth-degree sum is $r(s_1+s_2+s_3)=r$. Thus every anisotropy with $m\bar3m$ symmetry through eighth order is a constant plus the three terms in (\ref{f}). The coefficient $A$ collects contributions from fourth, sixth and eighth order, $C$ from sixth and eighth, and $B$ from eighth order alone. A model cut off at sixth order has $B=0$ and lies outside the case treated here.

\subsection*{The ring at $C=0$}

Completing the square gives
\begin{equation}
Aq+Bq^2=B(q-q_0)^2-\frac{A^2}{4B},\qquad q_0=-\frac{A}{2B}. \label{square}
\end{equation}
The assumed range of $A$ is the same as $0<q_0<1/4$. Such values of $q$ can be reached: along $(0,\sin\theta,\cos\theta)$ one has $q=\sin^2\theta\cos^2\theta$, which runs from $0$ to $1/4$. At $C=0$ the minima are therefore all directions with $q=q_0$.

To see where they lie, suppose that every $s_i$ were at most $1/2$. Then $\sum s_i^2\le\frac12\sum s_i=\frac12$, and (\ref{p2}) would give $q\ge1/4$. So $q_0<1/4$ forces one $s_i$ above $1/2$, and the minima lie around the cube axes.

Take the dominant component along $+[001]$, with polar angle $\theta$ and azimuth $\varphi$, and define
\begin{equation}
x=\sin^2\theta<\frac12,\qquad
\kappa=\sin^2\varphi\cos^2\varphi,\qquad 0\le\kappa\le\frac14 .
\end{equation}
Since $s_1=x\cos^2\varphi$, $s_2=x\sin^2\varphi$ and $s_3=1-x$,
\begin{align}
q&=s_1s_2+s_3(s_1+s_2)=\kappa x^2+x(1-x)=x-(1-\kappa)x^2,\label{qx}\\
r&=\kappa x^2(1-x).\label{rx}
\end{align}
At fixed azimuth,
\begin{equation}
\frac{\partial q}{\partial x}=1-2(1-\kappa)x\ge 1-2x>0 .
\end{equation}
Also $q=0$ at $x=0$, and $q=(1+\kappa)/4\ge1/4$ at $x=1/2$. Each azimuth therefore has one $x$ with $q=q_0$. The minima form a closed ring around $[001]$, and there are six such rings, one for each signed cube axis. Within this model the polarization can turn around its ring at no cost in energy. The coefficient $C$ removes this freedom.

\subsection*{How $r$ varies around the ring}

Let $\kappa$ change while $q$ stays fixed. From (\ref{qx}), $\partial q/\partial\kappa=x^2$, so
\begin{equation}
\left(\frac{dx}{d\kappa}\right)_q=-\frac{x^2}{1-2(1-\kappa)x}.
\end{equation}
From (\ref{rx}), $\partial r/\partial\kappa=x^2(1-x)$ and $\partial r/\partial x=\kappa x(2-3x)$. Therefore
\begin{align}
\left(\frac{dr}{d\kappa}\right)_q
&=x^2\left[(1-x)-\frac{\kappa x(2-3x)}{1-2(1-\kappa)x}\right]\nonumber\\
&=x^2\,\frac{(1-x)(1-2x+2\kappa x)-\kappa x(2-3x)}{1-2(1-\kappa)x}.
\end{align}
The terms with $\kappa$ in the numerator add up to $\kappa x[2(1-x)-(2-3x)]=\kappa x^2$. Hence
\begin{equation}
\left(\frac{dr}{d\kappa}\right)_q
=x^2\,\frac{(1-x)(1-2x)+\kappa x^2}{1-2(1-\kappa)x}>0
\qquad(0<x<\tfrac12). \label{drdk}
\end{equation}
So $r$ grows steadily from $\kappa=0$ to $\kappa=1/4$. At $\kappa=0$ the azimuth is a multiple of $90^\circ$ and one component of $\mathbf n$ vanishes, which is M$_C$. At $\kappa=1/4$ the azimuth is an odd multiple of $45^\circ$ and the two smaller components have equal magnitude, which is M$_A$.

To first order in $C$, the energy on the ring is $-A^2/(4B)+Cr$. A positive $C$ favours the smallest $r$ and selects M$_C$. A negative $C$ favours the largest $r$ and selects M$_A$. In physical terms, $r$ measures how far the polarization is shared among all three axes. A positive $C$ penalizes this sharing and empties one axis; a negative $C$ rewards it.

\subsection*{Positive $C$ of any size}

For $C>0$ no expansion is needed. Since $r\ge0$, (\ref{square}) gives
\begin{equation}
f=-\frac{A^2}{4B}+B(q-q_0)^2+Cr\ \ge\ -\frac{A^2}{4B}. \label{bound}
\end{equation}
Equality requires both $q=q_0$ and $r=0$. The second condition makes one component zero. The other two are $\sin\theta$ and $\cos\theta$, with
\begin{equation}
\sin^2\theta\cos^2\theta=q_0
\quad\Longrightarrow\quad \sin2\theta=2\sqrt{q_0}. \label{mc}
\end{equation}
Because $0<q_0<1/4$, the angle lies strictly between $0$ and $45^\circ$ when measured from the larger component. The global minimum is thus M$_C$ for every $C>0$, and neither its direction nor its energy depends on $C$. There are three choices of the zero component, two of the larger one and four of the signs, which makes 24 domains.

\subsection*{The limits of the window for $A$}

As $A\to0^-$, $q_0\to0$ and the ring shrinks onto T. As $A\to-B/2$, $q_0\to1/4$ and the M$_C$ direction reaches O. Beyond this limit M$_C$ is no longer available, because $\sin2\theta$ in (\ref{mc}) would exceed one.

What replaces it follows from a form of $r$ that holds for every $q$. Put $y_i=3s_i-1$. The $y_i$ add up to zero, and (\ref{p2}) gives
\begin{equation}
\sum_i y_i^2=9(1-2q)-6+3=6t^2,\qquad t=\sqrt{1-3q}. \label{t}
\end{equation}
Since the left side is not negative, $q\le1/3$ and $0\le t\le1$. The triples $\cos(2\pi k/3)$ and $\sin(2\pi k/3)$, with $k=0,1,2$, are orthogonal, have equal length, and span the plane of zero sum. Every allowed $y$ can therefore be written as
\begin{equation}
y_k=2t\cos\psi_k,\qquad \psi_k=\psi+\frac{2\pi k}{3},
\end{equation}
where the factor $2t$ follows from $\sum\cos^2\psi_k=3/2$. The product of the cosines is
\begin{equation}
\prod_k\cos\psi_k=\cos\psi\left(\cos^2\psi-\tfrac34\right)=\tfrac14\cos3\psi .
\end{equation}
Since $\sum_{k<l}y_ky_l=-\frac12\sum y_k^2=-3t^2$, expanding $27r=\prod(1+y_k)$ gives
\begin{equation}
27r=1-3t^2+2t^3\cos3\psi. \label{trig}
\end{equation}
At $\cos3\psi=1$ the squared cosines are
\begin{equation}
\left(\frac{1-t}{3},\frac{1-t}{3},\frac{1+2t}{3}\right). \label{ma}
\end{equation}
They are never negative. This is the largest $r$ at given $q$, and for $0<t<1$ it is an M$_A$ direction. At $\cos3\psi=-1$ they are
\begin{equation}
\left(\frac{1+t}{3},\frac{1+t}{3},\frac{1-2t}{3}\right),
\end{equation}
which is allowed if $t\le1/2$, that is, if $q\ge1/4$. For $1/4<q_0<1/3$ the smallest $r$ on the degenerate contour therefore belongs to M$_B$, and a small positive $C$ selects M$_B$ in place of M$_C$. How small depends on $q_0$. On tilting from O towards M$_B$, $q$ and $r$ grow as $s_3/2$ and $s_3/4$, so O resists the tilt once $C>-(2A+B)=B(4q_0-1)$, a bound that vanishes at $q_0=1/4$. A global minimization at $A=-0.58B$ found M$_B$ for $C=0.02B$ and M$_A$ for $C=-0.02B$. The bound $A>-B/2$ is thus what makes M$_C$ the partner of M$_A$.

\subsection*{Numbers for positive $C$}

Take the round values $P=40\ \mu\mathrm{C/cm^2}$, $A=-6$, $B=20$ and $C=6\ \mathrm{J/cm^3}$. The window is satisfied, since $-10<-6<0$. Then
\begin{equation}
q_0=\frac{6}{2\times20}=0.15,\qquad
-\frac{A^2}{4B}=-\frac{36}{80}=-0.45\ \mathrm{J/cm^3}.
\end{equation}
Equation (\ref{mc}) gives $\sin2\theta=2\sqrt{0.15}=0.775$ and $\theta=25.4^\circ$. The polarization is $(0,\,17.1,\,36.1)\ \mu\mathrm{C/cm^2}$. Doubling $C$ at fixed $A$ and $B$ would leave these components unchanged, but it would make rotation around the ring harder.

\section*{Second half: negative $C$, barriers and limits of the model}

\subsection*{Symbols and results carried over}

The direction cosines $n_i$ have squares $s_i$ with unit sum; $q$ is the sum of their pair products and $r$ is their triple product. The energy is $f=Aq+Bq^2+Cr$ with $-B/2<A<0$. At $C=0$ its minima are rings $q=q_0=-A/(2B)$ around the cube axes, with energy $-A^2/(4B)$. For every $C>0$ the global minimum is M$_C$, with $r=0$ and that same energy. With $t=\sqrt{1-3q}$, the largest $r$ at fixed $q$ is
\begin{equation}
r_{\max}=\frac{1-3t^2+2t^3}{27}, \label{rmax}
\end{equation}
reached at the M$_A$ direction with squared cosines $s,s,1-2s$, where $s=(1-t)/3$. Around a ring, $x=\sin^2\theta$ and $\kappa=\sin^2\varphi\cos^2\varphi$. M$_C$ has $\kappa=0$, M$_A$ has $\kappa=1/4$, and $(dr/d\kappa)_q>0$ for $0<x<1/2$.

\subsection*{Reduction to one variable}

Let $C=-c$ with $c>0$. At any fixed $q$ the energy is lowest where $r$ is largest, so the global minimum lies on the curve (\ref{rmax}) with $0\le t\le1$. The end $t=0$ is R and the end $t=1$ is T; all points between them are M$_A$. Insert $q=(1-t^2)/3$ and subtract the energy of R:
\begin{align}
f(t)-f(0)&=-\frac{A t^2}{3}+\frac{B(t^4-2t^2)}{9}
-\frac{c(2t^3-3t^2)}{27}\nonumber\\
&=\frac{t^2}{27}\,g(t),\qquad
g(t)=3Bt^2-2ct-(9A+6B-3c). \label{g}
\end{align}
M$_A$ can be the ground state if $g$ is negative somewhere between the two ends.

For $-B/2<A<0$, every positive $C$ makes M$_C$ the ground state, while for negative $C$ the search reduces to the single variable $t$ on the curve from R through M$_A$ to T. It remains to find how negative $C$ can be before M$_A$ gives way to R, and to estimate the barriers and the effects left out of the model.
